# Exciton absorption near a direct gap from the Coulomb Green's function, part 1

(Sections cited here and not found follow in the second part.)

## Problem

A semiconductor has two isotropic parabolic bands with a direct gap $E_g$ and reduced mass $\mu$. The interband transition is allowed, with a dipole matrix element $d$ that does not depend on the wave vector. Electron and hole attract through $-e^2/(4\pi\epsilon_0\epsilon_b r)$ with a static $\epsilon_b$. Exchange is neglected, light creates pairs of zero total momentum, and there are two spin channels. Lengths are measured in $a=4\pi\epsilon_0\epsilon_b\hbar^2/(\mu e^2)$ and energies, counted from the gap, in $R=\hbar^2/(2\mu a^2)$. Since $e^2/(4\pi\epsilon_0\epsilon_b a)=\hbar^2/(\mu a^2)=2R$, the relative motion has the Hamiltonian $H=-\nabla^2-2/r$. Let

$$g(\mathbf r,\mathbf r';z)=\langle\mathbf r|(H-z)^{-1}|\mathbf r'\rangle,\qquad \kappa=\sqrt{-z}\ \ (\mathrm{Re}\,\kappa>0),\qquad \nu=1/\kappa .$$

(a) Express the imaginary part $\epsilon_2$ of the dielectric function through $g$.

(b) The quantity $g(0,0;z)$ is infinite. Extract a finite part $g_{\rm reg}(z)$ that carries the spectrum.

(c) Find the positions and weights of the lines and the continuum, and decide whether the lines join the continuum at the gap, without broadening and with a Lorentzian half width $\Gamma$.

(d) Evaluate the results for the round model parameters $\mu=0.05\,m_e$, $\epsilon_b=10$, $n_b=\sqrt{\epsilon_b}$, $E_g=1.5$ eV, $d/e=0.5$ nm, $\Gamma=0.02\,R$.

## A tempting solution

The attempt uses three ingredients. All three are correct and are derived in the right solution. The absorption is proportional to $\rho(E)=\mathrm{Im}\,g(0,0;E+i0)/\pi$. Near the origin,

$$4\pi g(r,0;z)=\frac1r-\kappa-2\ln(2\kappa r)-2\psi(1-\nu)-4\gamma+2+O(r\ln r),\tag{1}$$

with $\psi$ the digamma function and $\gamma$ Euler's constant. On the continuum $z=k^2+i0$ one has $\nu=i/k$ and $\mathrm{Im}\,\psi(1-i/k)=k/2-(\pi/2)\coth(\pi/k)$.

The argument runs as follows. The terms $1/r-\kappa$ are the start of the free Green's function $e^{-\kappa r}/r$, which holds the power divergence, so the free function is subtracted. The term $\ln(2\kappa r)$ is the logarithmic divergence, so it is subtracted too. Up to a constant this leaves a pure digamma function,

$$g_{\rm w}(z)=-\frac{\psi(1-\nu)}{2\pi}.$$

Its poles at $\nu=n$ give lines at $E_n=-1/n^2$ of weight $1/(\pi n^3)$. The spacing near the gap is $dE_n/dn=2/n^3$, so the lines carry a mean density $1/(2\pi)$. Above the gap,

$$\rho_{\rm w}=\frac1\pi\left[\frac14\coth\frac\pi k-\frac{k}{4\pi}\right]\longrightarrow\frac1{4\pi}\qquad(k\to0).$$

The attempt concludes that the averaged absorption drops by a factor of two on crossing the gap.

## Locating the fault

The formula fails a simple limit. For $k\gg1$ the Coulomb attraction is a small perturbation, and the ratio of $\rho$ to the free-pair density $\int d^3k'\,\delta(E-k'^2)/(2\pi)^3=k/(4\pi^2)$ must tend to one. With $\coth x=1/x+x/3+\dots$ the attempt gives $\rho_{\rm w}\to1/(12k)$, which goes to zero.

The fault lies in what was subtracted. Both subtracted terms depend on $z$, and both are complex on the continuum. For $z=k^2+i0$ the number $-z$ lies just below the negative real axis, $-z=k^2e^{-i\pi}$, so $\kappa=ke^{-i\pi/2}=-ik$. Then

$$\mathrm{Im}\,\frac{-\kappa}{4\pi}=\frac{k}{4\pi},\qquad \mathrm{Im}\,\frac{-2\ln(2\kappa r)}{4\pi}=\frac{-2}{4\pi}\left(-\frac\pi2\right)=\frac14 .$$

These imaginary parts are finite and independent of $r$. They are absorption, and the subtraction removed $k/(4\pi^2)+1/(4\pi)$ from $\rho$. Restoring the free term alone does not cure the threshold, because that term vanishes at $k=0$; the missing half of the step sits in $\ln\kappa$. Only $1/r$ and $\ln r$ diverge, and $\ln(2\kappa r)=\ln 2r+\ln\kappa$ has to be split. The lines were unharmed because $\kappa$ and $\ln\kappa$ are real and have no poles for $E<0$. A subtraction that is real and independent of $z$ cannot change $\rho$; the two made here do change it, because they are complex on the continuum.

## The right solution

### (a) From the dipole to the Green's function

A pair eigenstate is $|X\rangle=\sum_{\mathbf k}A(\mathbf k)\,c^\dagger_{c\mathbf k}c_{v\mathbf k}|0\rangle$ with $\sum|A|^2=1$. Its relative wave function in the volume $V$ is $\phi(\mathbf r)=V^{-1/2}\sum_{\mathbf k}A(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$, normalised to one. Each pair $\mathbf k$ is created from the ground state with the same amplitude $d$, so

$$\langle X|D|0\rangle=d\sum_{\mathbf k}A^*(\mathbf k)=d\sqrt V\,\phi^*(0).$$

Only s states are nonzero at the origin, so only they absorb.

Let the field be $F_\omega e^{-i\omega t}+\text{c.c.}$ and the perturbation $-DF$. To first order the amplitude of $|X\rangle$ obeys $i\hbar\dot c_X=E_Xc_X-D_{X0}F$, and the driven solution is $c_X=D_{X0}[F_\omega e^{-i\omega t}/(E_X-\hbar\omega)+F_\omega^*e^{i\omega t}/(E_X+\hbar\omega)]$. The polarisation is $P=V^{-1}\sum_X(D_{0X}c_X+\text{c.c.})$. Its $e^{-i\omega t}$ part, divided by $\epsilon_0F_\omega$, is

$$\chi=\frac{1}{\epsilon_0V}\sum_X|D_{X0}|^2\left[\frac1{E_X-\hbar\omega-i0}+\frac1{E_X+\hbar\omega}\right],$$

where the $i0$ comes from switching the field on slowly. The second term is real and varies slowly near the gap, and it is counted in $\epsilon_b$. In the first term put $E_X-\hbar\omega=R(E_\lambda-E)$ with $E=(\hbar\omega-E_g)/R$, measure $|\phi(0)|^2$ in $a^{-3}$, and include the factor 2 for spin. With $\mathrm{Im}\,(E_\lambda-E-i0)^{-1}=\pi\delta(E-E_\lambda)$,

$$\epsilon_2=2\pi C\rho(E),\qquad C=\frac{d^2}{\epsilon_0Ra^3},\qquad \rho(E)=\sum_\lambda|\phi_\lambda(0)|^2\delta(E-E_\lambda).\tag{2}$$

The spectral form $g(\mathbf r,0;z)=\sum_\lambda\phi_\lambda(\mathbf r)\phi^*_\lambda(0)/(E_\lambda-z)$ shows that $\rho$ is the limit $r\to0$ of $\mathrm{Im}\,g(r,0;E+i0)/\pi$. Let $\chi_{\rm res}$ be the resonant term of $\chi$, with imaginary part $\epsilon_2$ and with its real constant, isolated in (b), counted in $\epsilon_b$. The complex index is $\sqrt{\epsilon_b+\chi_{\rm res}}\approx n_b+\chi_{\rm res}/(2n_b)$ for $|\chi_{\rm res}|\ll\epsilon_b$, a condition on the real part as well as on $\epsilon_2$; its imaginary part is then $\epsilon_2/(2n_b)$, and the intensity decays with twice the rate of the amplitude, so $\alpha=\omega\epsilon_2/(n_bc)$ in that regime.

### (b) The Green's function with one point at the origin

The function $g(r,0;z)$ is spherically symmetric and solves $(H-z)g=\delta^3(\mathbf r)$. Write $g=u/(4\pi r)$. For $r>0$, $\nabla^2(u/r)=u''/r$, so

$$u''=\left(\kappa^2-\frac2r\right)u,$$

and $u$ must decay at infinity. Integrate the source equation over a ball of radius $\varepsilon$. The Laplacian gives $-4\pi\varepsilon^2g'(\varepsilon)=u(\varepsilon)-\varepsilon u'(\varepsilon)$. The other terms give $\int_0^\varepsilon(-2-zr)u\,dr$, which vanishes with $\varepsilon$. If $u(0)$ is finite and nonzero, then $u''\approx-2u(0)/r$, so $u'$ grows only as $\ln r$ and $\varepsilon u'\to0$. The source condition is therefore $u(0)=1$. Because $(r\ln r)''=1/r$, integrating twice gives

$$u=1-2r\ln r+B(z)\,r+O(r^2\ln r).$$

The energy enters the differential equation through $\kappa^2u$, which first contributes at order $r^2$. The two terms that make $u/r$ diverge are thus real and independent of $z$, and all the dependence on $z$ that survives at the origin is in $B(z)$, which the decay condition fixes.

To find $B$, put $x=2\kappa r$, so that $u_{xx}=(\tfrac14-\nu/x)u$, and $u=e^{-x/2}xI(x)$. With $w=xI$ one has $u_{xx}=e^{-x/2}(w''-w'+w/4)$, so $w''-w'+\nu w/x=0$. Inserting $w'=I+xI'$ and $w''=2I'+xI''$ gives

$$xI''+(2-x)I'-(1-\nu)I=0 .$$

For $\mathrm{Re}\,\nu<1$ this is solved by

$$I(x)=\int_0^\infty e^{-xt}\,t^{-\nu}(1+t)^{\nu}\,dt .$$

Each derivative brings down $-t$, so the left side of the equation becomes the integral of $e^{-xt}t^{-\nu}(1+t)^\nu[xt^2+xt-2t-(1-\nu)]$. This integrand equals $-\frac{d}{dt}[e^{-xt}t^{1-\nu}(1+t)^{1+\nu}]$, because that derivative carries the bracket $-xt(1+t)+(1-\nu)(1+t)+(1+\nu)t$. The boundary terms vanish for $\mathrm{Re}\,\nu<1$ and $\mathrm{Re}\,x>0$. At large $x$ only small $t$ contributes, $I\approx\Gamma(1-\nu)x^{\nu-1}$, and $u$ decays as $e^{-x/2}x^\nu$. This function is $u=\Gamma(1-\nu)W_{\nu,1/2}(x)$, with $W$ the Whittaker function.

For small $x$, separate the parts of the integrand that do not fall off fast at large $t$:

$$\left(1+\frac1t\right)^\nu=1+\frac{\nu}{1+t}+q(t),\qquad q=O(t^{-2}).$$

The first part integrates to $1/x$, which confirms $u(0)=1$. For the second, substitute $s=x(1+t)$ and integrate by parts:

$$\int_0^\infty\frac{e^{-xt}}{1+t}dt=e^x\left[-e^{-x}\ln x+\int_x^\infty e^{-s}\ln s\,ds\right]=-\ln x-\gamma+O(x\ln x),$$

since $\int_0^\infty e^{-s}\ln s\,ds=\Gamma'(1)=-\gamma$. In the third part $x$ may be set to zero with an error $O(x\ln x)$, which comes from the $t^{-2}$ tail. With $s=1/(1+t)$ one has $dt=-ds/s^2$ and $1+1/t=1/(1-s)$, so

$$Q=\int_0^\infty q\,dt=\int_0^1\left[(1-s)^{-\nu}-1-\nu s\right]\frac{ds}{s^2}.$$

Integrate by parts using $-(1-s)/s$ as the antiderivative of $1/s^2$. The boundary term vanishes at $s=1$ as $(1-s)^{1-\nu}$ and at $s=0$ because the bracket is $O(s^2)$. The derivative of the bracket is $\nu[(1-s)^{-\nu-1}-1]$, so

$$Q=\nu\int_0^1\frac{(1-s)^{-\nu}-(1-s)}{s}ds=\nu+\nu\int_0^1\frac{y^{-\nu}-1}{1-y}dy,\qquad y=1-s .$$

Expanding $1/(1-y)=\sum_{m\ge0}y^m$ and integrating term by term gives $\sum_{n\ge1}[1/(n-\nu)-1/n]$. The digamma function $\psi=\Gamma'/\Gamma$ has the series $\psi(w)=-\gamma+\sum_{m\ge0}[1/(m+1)-1/(m+w)]$, the logarithmic derivative of the product formula for $\Gamma$, so

$$\psi(1-\nu)=-\gamma-\sum_{n\ge1}\left[\frac1{n-\nu}-\frac1n\right],\qquad Q=\nu-\nu\,[\psi(1-\nu)+\gamma].\tag{3}$$

Collecting the three parts, $xI=1-\nu x[\ln x+\psi(1-\nu)+2\gamma-1]+\dots$. Multiply by $e^{-x/2}=1-\kappa r+\dots$ and use $\nu x=2r$:

$$u=1-\kappa r-2r\left[\ln(2\kappa r)+\psi(1-\nu)+2\gamma-1\right]+O(r^2\ln r).$$

Division by $r$ gives (1). Now split $\ln(2\kappa r)=\ln 2r-\ln\nu$ and write $\kappa=1/\nu$:

$$g(r,0;z)=\frac{1}{4\pi}\left[\frac1r-2\ln 2r-4\gamma+2\right]+g_{\rm reg}(z)+O(r\ln r),$$

$$g_{\rm reg}(z)=-\frac1{2\pi}\left[\psi(1-\nu)-\ln\nu+\frac1{2\nu}\right].\tag{4}$$

The derivation assumed $\mathrm{Re}\,\nu<1$. The resolvent, and with it $B(z)$, is analytic in $z$ off the spectrum, and the right side of (4) is analytic in each half plane. Two analytic functions that agree on an open part of a half plane agree throughout it, and continuity covers the real points between the lines, so (4) holds for every $z$ off the spectrum.

The finite part is the digamma function together with $-\ln\nu+1/(2\nu)$. Assigning the constant $-2\ln2-4\gamma+2=-1.695157$ to the divergent bracket is a convention, so only differences of $g_{\rm reg}$ and its imaginary part have a meaning. Such a difference has a convergent spectral form. Subtract the spectral sums of $g(r,0)$ at $z$ and at a real $z_0$ below the spectrum. The divergent bracket cancels, and as $r\to0$

$$g_{\rm reg}(z)-g_{\rm reg}(z_0)=\int\rho(E')\left[\frac1{E'-z}-\frac1{E'-z_0}\right]dE'=\int\frac{\rho(E')\,(z-z_0)\,dE'}{(E'-z)(E'-z_0)}.\tag{5}$$

The integral converges because $\rho$ grows as $\sqrt{E'}$ and the kernel falls as $E'^{-2}$. Taking the imaginary part at $z=E+i\Gamma$,

$$\rho_\Gamma(E)\equiv\frac1\pi\mathrm{Im}\,g_{\rm reg}(E+i\Gamma)=\int\rho(E')\,\frac{\Gamma/\pi}{(E'-E)^2+\Gamma^2}\,dE' ,$$

which is the Lorentz-broadened spectrum for any $\Gamma$, and $\rho$ itself for $\Gamma\to0$.

In a crystal the divergence is cut off because $d$ is constant only up to wave vectors of order $1/r_0$, with $r_0$ of the size of the lattice constant. States with $E'\gtrsim r_0^{-2}$ contribute to (5) an amount of order $(z-z_0)\int_{r_0^{-2}}^\infty E'^{-3/2}dE'\sim(z-z_0)\,r_0$, which is small for $r_0\ll a$. The unsubtracted remainder $g(z_0)$ is then a finite real constant that adds to $\epsilon_b$.

### (c) Lines

Near $\nu=n$ the series (3) gives $\psi(1-\nu)\approx-1/(n-\nu)$, and the other terms of (4) are regular, so $g_{\rm reg}\approx1/[2\pi(n-\nu)]$. With $z=-1/\nu^2$ and $E_n=-1/n^2$,

$$E_n-z=\frac1{\nu^2}-\frac1{n^2}=\frac{(n-\nu)(n+\nu)}{n^2\nu^2}\approx\frac{2(n-\nu)}{n^3},\qquad g_{\rm reg}\approx\frac{1}{\pi n^3}\,\frac1{E_n-z}.$$

The lines lie at $-1/n^2$ with weights $|\phi_n(0)|^2=1/(\pi n^3)$. For $n=1$ this agrees with $\phi_{1s}=e^{-r}/\sqrt\pi$. Between the poles $\nu$ is real and positive, $g_{\rm reg}$ is real, and there is no absorption.

This part has expressed $\epsilon_2$ through the Green's function, extracted the finite part $g_{\rm reg}$, and found the lines at $-1/n^2$ with weights $1/(\pi n^3)$. What remains is the continuum, the question of whether the lines join it at the gap with and without broadening, and the numerical example.
